**Moment bounds and closure estimates for the polarizabilities of hydrogen and helium**

With oscillator strengths $f_n$, excitation energies $\omega_n$ and moments $S(k)=\sum_n f_n\omega_n^k$, the static polarizability $\alpha=S(-2)$ is at least $S(-1)^2/S(0)$. It is at most $[S(-1)-(S(0)-\omega_1S(-1))^2/(S(1)-\omega_1S(0))]/\omega_1$, where $\omega_1$ is the lowest dipole-allowed excitation energy. For hydrogen, the program asserts that sums over a diagonalized Laguerre basis agree with the exact moments, and that the lower bound's deficit equals the variance of $1/\omega$. For helium, it asserts that the finite-field polarizability agrees with the sum over states, and that spectral moments agree with ground-state moments within stated tolerances. It also asserts the ordering of the bounds for both atoms. In atomic units, the output places $\alpha=4.50$ between 4.00 and 4.76 for hydrogen, and $\alpha=1.38$ between 1.13 and 1.58 for helium. The Unsöld estimate $S(-1)/I$, with $I$ the ionization energy, is 11% too low for hydrogen and 20% too high for helium. The helium inputs come from a finite Gaussian basis, so its numerical bounds are not certified.

## Check in Python

```python
"""
Bounds on the static dipole polarizability alpha from spectral moments.
Hartree atomic units, fixed nucleus, spherical ground state:
  f_n = (2/3) w_n |<n|D|0>|^2,  S(k) = sum_n f_n w_n^k,  alpha = S(-2)
  S(-1)^2/S(0) <= alpha <= refined upper bound <= S(-1)/w1
  refined = [S(-1) - (S(0)-w1 S(-1))^2/(S(1)-w1 S(0))]/w1
w_n: excitation energy, w1: lowest dipole-allowed one, D: sum of positions.
Closure estimate: S(-1)/Omega.  Ground-state forms of the moments:
  S(-1) = (2/3)<D.D>,  S(0) = number of electrons,  S(1) = (2/3)<P.P>.
Hydrogen: exact moments against a diagonalized Laguerre basis.
Helium: two-electron full CI in Gaussians, alpha from a finite field.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre
from pyscf import gto


def moment(strengths, energies, k):
    return float(np.sum(strengths * energies**k))


def analyse(name, alpha, s_m1, s_0, s_1, w1, ionization):
    """Test the inequalities with ground-state moments and print them."""
    lower = s_m1**2 / s_0
    kinetic_lower = s_0**3 / s_1**2
    simple_upper = s_m1 / w1
    refined_upper = (s_m1 - (s_0 - w1*s_m1)**2 / (s_1 - w1*s_0)) / w1
    closure_ion = s_m1 / ionization
    omega_star = s_m1 / alpha
    midpoint = (lower + refined_upper) / 2
    assert s_0**2 < s_m1 * s_1
    assert s_1 > w1 * s_0
    assert kinetic_lower < lower < alpha < refined_upper < simple_upper
    assert w1 < omega_star < s_0 / s_m1
    print(f"{name} S(-1) = {s_m1:.4f} a.u.")
    print(f"{name} S(0) = {s_0:.4f} (number of electrons)")
    print(f"{name} S(1) = {s_1:.4f} a.u.")
    print(f"{name} first dipole excitation w1 = {w1:.4f} hartree")
    print(f"{name} ionization energy I = {ionization:.4f} hartree")
    print(f"{name} S(0)/S(-1) = {s_0/s_m1:.4f} hartree")
    print(f"{name} exact closure energy Omega* = {omega_star:.4f} hartree")
    print(f"{name} bound S(0)^3/S(1)^2 = {kinetic_lower:.4f} a.u.")
    print(f"{name} lower bound S(-1)^2/S(0) = {lower:.4f} a.u.")
    print(f"{name} alpha = {alpha:.4f} a.u.")
    print(f"{name} refined upper bound = {refined_upper:.4f} a.u.")
    print(f"{name} upper bound S(-1)/w1 = {simple_upper:.4f} a.u.")
    print(f"{name} closure with I = {closure_ion:.4f} a.u.")
    print(f"{name} closure-I error = {100*(closure_ion/alpha-1):.1f} %")
    print(f"{name} lower-bound error = {100*(lower/alpha-1):.1f} %")
    print(f"{name} bracket midpoint = {midpoint:.4f} a.u.")
    print(f"{name} bracket half-width = {(refined_upper-lower)/2:.4f} a.u.")
    print(f"{name} midpoint error = {100*(midpoint/alpha-1):.1f} %")
    return lower, closure_ion


# ---------- Hydrogen: exact ground-state moments and response ----------
r = sp.symbols("r", positive=True)
radial = 2 * sp.exp(-r)


def radial_integral(expression):
    return sp.integrate(sp.expand(expression * r**2), (r, 0, sp.oo))


h_m1 = float(sp.Rational(2, 3) * radial_integral(r**2 * radial**2))
h_1 = float(sp.Rational(2, 3) * radial_integral(sp.diff(radial, r)**2))
response = (1 + r/2) * r * radial
residual = (-(sp.diff(response, r, 2) + 2*sp.diff(response, r)/r
              - 2*response/r**2)/2 - response/r + response/2 - r*radial)
assert sp.simplify(residual) == 0
h_alpha = float(sp.Rational(2, 3) * radial_integral(r*radial*response))

# Orthonormal p-wave Laguerre functions, exponent unlike the ground state.
exponent, size = 0.8, 40
x, weight = roots_laguerre(70)
radius = x / (2*exponent)
functions, slopes = [], []
for j in range(size):
    norm = np.sqrt(2*exponent) * np.exp((gammaln(j+1)-gammaln(j+5))/2)
    poly = eval_genlaguerre(j, 4, x)
    dpoly = -eval_genlaguerre(j-1, 5, x) if j > 0 else np.zeros_like(x)
    functions.append(norm * x**2 * poly)
    slopes.append(norm*2*exponent*((2*x - x**2/2)*poly + x**2*dpoly))
functions, slopes = np.array(functions), np.array(slopes)
measure = weight / (2*exponent)
h_matrix = (slopes*measure) @ slopes.T / 2
h_matrix += (functions*measure*(1/radius**2 - 1/radius)) @ functions.T
assert np.allclose((functions*measure) @ functions.T, np.eye(size),
                   atol=1e-8)
levels, vectors = np.linalg.eigh(h_matrix)
ground_times_r = 2*radius**2*np.exp(-radius + x/2)
dipoles = vectors.T @ (functions @ (measure*ground_times_r))
h_w = levels + 0.5
h_f = 2*h_w*dipoles**2/3
for power, exact, tolerance in ((-2, h_alpha, 1e-5), (-1, h_m1, 1e-5),
                                (0, 1.0, 1e-5), (1, h_1, 1e-3)):
    assert abs(moment(h_f, h_w, power) - exact) < tolerance
h_w1 = 0.5 - 0.5/2**2
assert abs(h_w[0] - h_w1) < 1e-7
h_lower, h_closure = analyse("H", h_alpha, h_m1, 1.0, h_1, h_w1, 0.5)
mean_inverse = np.sum(h_f/h_w) / np.sum(h_f)
variance = np.sum(h_f*(1/h_w - mean_inverse)**2) / np.sum(h_f)
assert abs(variance - (h_alpha - h_lower)) < 1e-4
print(f"H variance of 1/w from spectrum = {variance:.4f} hartree^-2")

# ---------- Helium: full CI for two electrons in a singlet ----------
shells = [[0, [0.06*2.6**k, 1.0]] for k in range(12)]
shells += [[1, [0.02*2.4**k, 1.0]] for k in range(10)]
shells += [[2, [0.15*2.6**k, 1.0]] for k in range(5)]
shells += [[3, [0.35*2.8**k, 1.0]] for k in range(3)]
mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
core = kinetic + mol.intor("int1e_nuc")
position = mol.intor("int1e_r")
square = mol.intor("int1e_r2")
gradient = mol.intor("int1e_ipovlp")
repulsion = mol.intor("int2e", aosym="s4")
nao = mol.nao_nr()

# Reflection parities of the orbitals, found from their values.
point = np.array([0.01, 0.02, 0.03])
signs = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]])
values = mol.eval_gto("GTOval_sph", point*signs)
odd = (values[1:]*values[0] < 0).astype(int)
parity = odd[0] + 2*odd[1] + 4*odd[2]
first, second = np.triu_indices(nao)
pair_parity = parity[first] ^ parity[second]


def packed(i, j):
    high, low = np.maximum(i, j), np.minimum(i, j)
    return high*(high+1)//2 + low


def pair_norm(a, b):
    return np.where(a == b, 0.5, np.sqrt(0.5))


def pair_matrices(a, b, one_body):
    """Hamiltonian and overlap for symmetrized orbital products."""
    left, right = a[:, None], b[:, None]

    def direct(c, d):
        return (one_body[left, c]*overlap[right, d]
                + overlap[left, c]*one_body[right, d]
                + repulsion[packed(left, c), packed(right, d)])

    factor = 2*np.outer(pair_norm(a, b), pair_norm(a, b))
    metric = factor*(overlap[left, a]*overlap[right, b]
                     + overlap[left, b]*overlap[right, a])
    return factor*(direct(a, b) + direct(b, a)), metric


even = pair_parity == 0
z_odd = pair_parity == 4
a, b = first[even], second[even]
ham, metric = pair_matrices(a, b, core)
energy, vector = eigh(ham, metric, subset_by_index=[0, 0])
e_ground = energy[0]
coefficients = np.zeros((nao, nao))
coefficients[a, b] = vector[:, 0]*pair_norm(a, b)
coefficients = coefficients + coefficients.T


def expectation(op_1, op_2):
    return float(np.sum(coefficients*(op_1 @ coefficients @ op_2.T)))


assert abs(expectation(overlap, overlap) - 1) < 1e-8
r_squared = expectation(square, overlap)
r_cross = sum(expectation(m, m) for m in position)
p_squared = 2*expectation(kinetic, overlap)
p_cross = -sum(expectation(m, m) for m in gradient)
assert abs(p_squared/(-e_ground) - 1) < 1e-3
he_m1 = 2*(2*r_squared + 2*r_cross)/3
he_1 = 2*(2*p_squared + 2*p_cross)/3

# Excited states reached by the z component of the dipole.
c, d = first[z_odd], second[z_odd]
ham, metric = pair_matrices(c, d, core)
levels, vectors = eigh(ham, metric)
z_matrix = position[2]
image = (z_matrix @ coefficients @ overlap
         + overlap @ coefficients @ z_matrix)
dipoles = vectors.T @ (2*pair_norm(c, d)*image[c, d])
he_w = levels - e_ground
he_f = 2*he_w*dipoles**2
spectral = {k: moment(he_f, he_w, k) for k in (-2, -1, 0, 1)}

# Polarizability from its definition: energy lowering in a static field.
field = 0.004
both = even | z_odd
ham, metric = pair_matrices(first[both], second[both],
                            core + field*z_matrix)
e_field = eigh(ham, metric, subset_by_index=[0, 0],
               eigvals_only=True)[0]
he_alpha = 2*(e_ground - e_field)/field**2
assert abs(he_alpha - spectral[-2]) < 2e-3
assert abs(spectral[-1]/he_m1 - 1) < 5e-3
assert abs(spectral[0]/2 - 1) < 1e-2
assert abs(spectral[1]/he_1 - 1) < 3e-2

e_ion = eigh(core, overlap, eigvals_only=True)[0]
print(f"He basis functions = {nao}")
print(f"He ground energy = {e_ground:.5f} hartree")
print(f"He virial ratio 2<T>/(-<V>) = "
      f"{2*p_squared/(p_squared-e_ground):.6f}")
print(f"He <r1^2> = {r_squared:.4f} bohr^2")
print(f"He <r1.r2> = {r_cross:.4f} bohr^2")
print(f"He <p1^2> = {p_squared:.4f} a.u.")
print(f"He <p1.p2> = {p_cross:.4f} a.u.")
he_lower, he_closure = analyse("He", he_alpha, he_m1, 2.0, he_1,
                               he_w[0], e_ion - e_ground)
for k in (-2, -1, 0, 1):
    print(f"He spectral sum S({k}) = {spectral[k]:.4f} a.u.")
bohr_angstrom = constants.physical_constants["Bohr radius"][0]*1e10
print(f"He alpha = {he_alpha*bohr_angstrom**3:.4f} cubic angstrom")

# The ionization energy errs in opposite directions for the two atoms.
assert h_closure < h_alpha and he_closure > he_alpha
print("tests ok")
```

Running it gives:

```
H S(-1) = 2.0000 a.u.
H S(0) = 1.0000 (number of electrons)
H S(1) = 0.6667 a.u.
H first dipole excitation w1 = 0.3750 hartree
H ionization energy I = 0.5000 hartree
H S(0)/S(-1) = 0.5000 hartree
H exact closure energy Omega* = 0.4444 hartree
H bound S(0)^3/S(1)^2 = 2.2500 a.u.
H lower bound S(-1)^2/S(0) = 4.0000 a.u.
H alpha = 4.5000 a.u.
H refined upper bound = 4.7619 a.u.
H upper bound S(-1)/w1 = 5.3333 a.u.
H closure with I = 4.0000 a.u.
H closure-I error = -11.1 %
H lower-bound error = -11.1 %
H bracket midpoint = 4.3810 a.u.
H bracket half-width = 0.3810 a.u.
H midpoint error = -2.6 %
H variance of 1/w from spectrum = 0.5000 hartree^-2
He basis functions = 88
He ground energy = -2.90312 hartree
He virial ratio 2<T>/(-<V>) = 0.999913
He <r1^2> = 1.1943 bohr^2
He <r1.r2> = -0.0650 bohr^2
He <p1^2> = 2.9026 a.u.
He <p1.p2> = 0.1603 a.u.
He S(-1) = 1.5057 a.u.
He S(0) = 2.0000 (number of electrons)
He S(1) = 4.0838 a.u.
He first dipole excitation w1 = 0.7794 hartree
He ionization energy I = 0.9031 hartree
He S(0)/S(-1) = 1.3283 hartree
He exact closure energy Omega* = 1.0877 hartree
He bound S(0)^3/S(1)^2 = 0.4797 a.u.
He lower bound S(-1)^2/S(0) = 1.1335 a.u.
He alpha = 1.3843 a.u.
He refined upper bound = 1.5848 a.u.
He upper bound S(-1)/w1 = 1.9319 a.u.
He closure with I = 1.6672 a.u.
He closure-I error = 20.4 %
He lower-bound error = -18.1 %
He bracket midpoint = 1.3591 a.u.
He bracket half-width = 0.2256 a.u.
He midpoint error = -1.8 %
He spectral sum S(-2) = 1.3842 a.u.
He spectral sum S(-1) = 1.5056 a.u.
He spectral sum S(0) = 2.0006 a.u.
He spectral sum S(1) = 4.0841 a.u.
He alpha = 0.2051 cubic angstrom
tests ok
```
